# The Newton-Wigner position and the Dirac coordinate of a free electron, part 1

(Sections cited here and not found follow in the second part.)

A two-component calculation decouples the Dirac Hamiltonian with a unitary $U$ and keeps the upper block. When a dipole moment or a second moment $\langle r^2\rangle$ is then wanted, one must decide which operator to place between the two-component functions: the coordinate $\mathbf r$ as it stands, or the transformed $U\mathbf rU^\dagger$. The Dirac density $\psi^\dagger\psi$ and a local potential $V(\mathbf r)$ refer to the Dirac coordinate, so moments of the charge density need $U\mathbf rU^\dagger$. For the second moment this means the upper block of $Ur^2U^\dagger=(U\mathbf rU^\dagger)^2$, not the square of the upper block of $U\mathbf rU^\dagger$, which omits the contribution of the off-diagonal blocks. The untransformed choice evaluates a different observable, whose Dirac-picture form is $\mathbf R=U^\dagger\mathbf rU$. For the free particle $\mathbf R$ has a closed form, which fixes what the untransformed choice measures and how far it lies from the Dirac value for free wave packets; a decoupling adapted to a potential defines a different $\mathbf R$ (Remark 6).

## Conventions

Units are $\hbar=c=m=1$ with $m>0$: lengths in $L=\hbar/mc$, times in $\hbar/mc^2$. In the standard representation

$$\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\quad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \Sigma_k=\begin{pmatrix}\sigma_k&0\\0&\sigma_k\end{pmatrix},$$

so that $\beta^2=1$, $\beta\alpha_k=-\alpha_k\beta$, $[\beta,\Sigma_k]=0$ and

$$\alpha_j\alpha_k=\delta_{jk}+i\epsilon_{jkl}\Sigma_l .\tag{1}$$

$H=\boldsymbol\alpha\cdot\mathbf p+\beta$ obeys $H^2=E^2$ with $E=\sqrt{1+p^2}$, $p=|\mathbf p|$. Hence $H^{-1}=H/E^2$, and $\Lambda_\pm=\tfrac12(1\pm H/E)$ project on the two energy signs. With $\psi(\mathbf r)\propto\int d^3p\,e^{i\mathbf p\cdot\mathbf r}\psi(\mathbf p)$ the coordinate is $r_k=i\partial_k$, $\partial_k=\partial/\partial p_k$, and $[r_k,F(\mathbf p)]=i\partial_kF$. States are smooth and decrease rapidly in $\mathbf p$, so boundary terms vanish. Heisenberg operators are $X(t)=e^{iHt}Xe^{-iHt}$. An operator is called even if it commutes with $\Lambda_\pm$ and odd if it anticommutes with $H/E$.

## The theorem

**Theorem.** Let $U=(E+1+\beta\boldsymbol\alpha\cdot\mathbf p)/N$ with $N=\sqrt{2E(E+1)}$, and $\mathbf R=U^\dagger\mathbf rU$.

(i) $\mathbf R=\mathbf r+\mathbf A$ with
$$\mathbf A=\frac{i\beta\boldsymbol\alpha}{2E}-\frac{i\beta(\boldsymbol\alpha\cdot\mathbf p)\,\mathbf p}{2E^2(E+1)}-\frac{\boldsymbol\Sigma\times\mathbf p}{2E(E+1)}.\tag{2}$$

(ii) $\dot{\mathbf R}=\mathbf pH^{-1}$ commutes with $H$, and $\mathbf R(t)=\mathbf R+\mathbf pH^{-1}t$ as an operator identity, valid in states of mixed energy sign as well.

(iii) On positive-energy states $\mathbf R$ is the Newton-Wigner operator: the only Hermitian $\mathbf Q$ with $[Q_i,p_j]=i\delta_{ij}$ and $[Q_i,Q_j]=0$ that is a polar vector, is even under time reversal, and is regular at $\mathbf p=0$.

In ordinary units the three terms of (2) read $i\hbar c\beta\boldsymbol\alpha/2E$, $-i\hbar c^3\beta(\boldsymbol\alpha\cdot\mathbf p)\mathbf p/[2E^2(E+mc^2)]$ and $-\hbar c^2\boldsymbol\Sigma\times\mathbf p/[2E(E+mc^2)]$, and the velocity is $c^2\mathbf pH^{-1}$. Since $H\Lambda_\pm=\pm E\Lambda_\pm$, it equals $+c^2\mathbf p/E$ on positive energy and $-c^2\mathbf p/E$ on negative energy. The form $c^2\mathbf p/E$ without a sign holds only on the positive subspace.

## The transformation

**Lemma 1.** $U$ is unitary, $UHU^\dagger=\beta E$, and $U$ commutes with rotations, parity and time reversal.

*Proof.* Put $B=\beta\boldsymbol\alpha\cdot\mathbf p$. Then $B^\dagger=\boldsymbol\alpha\cdot\mathbf p\,\beta=-B$, and $B^2=-(\boldsymbol\alpha\cdot\mathbf p)^2=-p^2$ after moving one $\beta$ through $\boldsymbol\alpha\cdot\mathbf p$. So $U^\dagger=(E+1-B)/N$ and, with $p^2=(E-1)(E+1)$,
$$UU^\dagger=\frac{(E+1)^2+p^2}{N^2}=\frac{(E+1)\,2E}{N^2}=1 .$$
$B$ anticommutes with $\beta$ and with $\boldsymbol\alpha\cdot\mathbf p$, hence with $H$, so $HU^\dagger=UH$ and $UHU^\dagger=U^2H$. Next,
$$U^2=\frac{(E+1)^2-p^2+2(E+1)B}{2E(E+1)}=\frac{1+B}{E},$$
because $(E+1)^2-p^2=2(E+1)$. With $B\,\boldsymbol\alpha\cdot\mathbf p=\beta p^2$ and $B\beta=-\boldsymbol\alpha\cdot\mathbf p$,
$$U^2H=\frac{\boldsymbol\alpha\cdot\mathbf p+\beta+\beta p^2-\boldsymbol\alpha\cdot\mathbf p}{E}=\beta E .$$
Equivalently $U=\exp(\theta B/p)$ with $\cos2\theta=1/E$, $\tan2\theta=p$.

$U$ is built from the scalars $\beta$, $\boldsymbol\alpha\cdot\mathbf p$ and $E$, which commute with $\mathbf J=\mathbf r\times\mathbf p+\tfrac12\boldsymbol\Sigma$. Parity is $\psi(\mathbf p)\to\beta\psi(-\mathbf p)$, and $\beta(-B)\beta=B$ gives $\beta U(-\mathbf p)\beta=U(\mathbf p)$. Time reversal is $\psi(\mathbf p)\to\Sigma_2\psi^*(-\mathbf p)$. From $\sigma_2\boldsymbol\sigma^*\sigma_2=-\boldsymbol\sigma$ follow $\Sigma_2\boldsymbol\alpha^*\Sigma_2=-\boldsymbol\alpha$ and $\Sigma_2\beta^*\Sigma_2=\beta$, so the sign of $\boldsymbol\alpha$ cancels that of $\mathbf p$ and $\Sigma_2U^*(-\mathbf p)\Sigma_2=U(\mathbf p)$. ∎

A state $U\psi$ is said to be in the Foldy-Wouthuysen (FW) picture. There $U\Lambda_\pm U^\dagger=\tfrac12(1\pm\beta)$, so even means block diagonal and odd means block off-diagonal.

**Proof of (i).** The product rule gives $U^\dagger i\partial_k(U\psi)=i\partial_k\psi+iU^\dagger(\partial_kU)\psi$, so $A_k=iU^\dagger\partial_kU$. With $\partial_kE=p_k/E$,
$$U^\dagger\partial_kU=\frac{(E+1-B)(p_k/E+\beta\alpha_k)}{N^2}-\partial_k\ln N,$$
$$\partial_k\ln N=\frac{p_k}{2E}\Big(\frac1E+\frac1{E+1}\Big)=\frac{p_k(2E+1)}{2E^2(E+1)} .$$
The numerator has four terms: $(E+1)p_k/E$, $(E+1)\beta\alpha_k$, $-Bp_k/E$ and $-B\beta\alpha_k$. In the last, $-B\beta=\boldsymbol\alpha\cdot\mathbf p$, and (1) gives
$$p_j\alpha_j\alpha_k=p_k+i\epsilon_{jkl}p_j\Sigma_l=p_k+i(\boldsymbol\Sigma\times\mathbf p)_k ,$$
since $\epsilon_{jkl}=\epsilon_{klj}$. The terms proportional to the unit matrix add to $p_k(2E+1)/E$, which on division by $N^2$ cancels $\partial_k\ln N$. What remains is
$$U^\dagger\partial_kU=\frac{\beta\alpha_k}{2E}-\frac{B\,p_k}{2E^2(E+1)}+\frac{i(\boldsymbol\Sigma\times\mathbf p)_k}{2E(E+1)},$$
and multiplication by $i$ gives (2). ∎

**Lemma 2.** $[R_i,R_j]=0$, $[R_i,p_j]=i\delta_{ij}$, $\mathbf R$ is even, a polar vector and time-reversal even, and $\mathbf J=\mathbf R\times\mathbf p+\tfrac12U^\dagger\boldsymbol\Sigma U$ with both parts separately conserved.

*Proof.* Conjugation by $U$ preserves commutators and leaves $\mathbf p$ fixed, which gives the first two relations. In the FW picture $\mathbf R$ is $\mathbf r$, which commutes with $\beta$, so $\mathbf R$ is even. The symmetry properties are those of $\mathbf r$, because $U$ commutes with the symmetry operations. Finally $\mathbf J=U^\dagger\mathbf JU$ gives the split, and $\boldsymbol\Sigma$ and $\mathbf r\times\mathbf p$ each commute with $\beta E(p)$. ∎

## The velocity

**Proof of (ii).** Lemma 1 gives $e^{-iHt}=U^\dagger e^{-i\beta Et}U$, so
$$R_k(t)=U^\dagger e^{i\beta Et}\,i\partial_k\,e^{-i\beta Et}U=U^\dagger\Big(r_k+\beta\frac{p_k}{E}t\Big)U ,$$
where the derivative of the exponential gave $i(-i\beta t)\,\partial_kE$. From $UHU^\dagger=\beta E$ follows $U^\dagger\beta U=H/E$. Hence $R_k(t)=R_k+p_kHt/E^2=R_k+p_kH^{-1}t$, and $p_kH^{-1}$ commutes with $H$. ∎

**Lemma 3 (Zitterbewegung of $\mathbf r$).** With $\boldsymbol\eta=\boldsymbol\alpha-\mathbf pH^{-1}$,
$$\mathbf r(t)=\mathbf r+\mathbf pH^{-1}t+\tfrac i2\,\boldsymbol\eta H^{-1}\big(e^{-2iHt}-1\big).\tag{3}$$

*Proof.* $\dot r_k=i[H,r_k]=i(-i\partial_kH)=\alpha_k$. From $\{\alpha_k,H\}=2p_k$ and $\{p_kH^{-1},H\}=2p_k$ follows $\{\eta_k,H\}=0$. Then $e^{iHt}\eta_k=\eta_ke^{-iHt}$, so $\alpha_k(t)=p_kH^{-1}+\eta_ke^{-2iHt}$. Integration with $\int_0^te^{-2iHs}ds=\tfrac i2H^{-1}(e^{-2iHt}-1)$ gives (3). ∎

The last term is odd, since $\boldsymbol\eta$ is odd and functions of $H$ are even. Its expectation value vanishes in a state of one energy sign, so $\langle\mathbf r\rangle$ trembles, at angular frequency $2E$, only when both signs are present.

**Lemma 4 (picture change).** $U\mathbf rU^\dagger=\mathbf r+\mathbf a-\mathbf O$ with
$$\mathbf a=-\frac{\boldsymbol\Sigma\times\mathbf p}{2E(E+1)},\qquad O_k=\frac{i\beta\,\boldsymbol\alpha\cdot\mathbf u_k}{2E},\qquad \mathbf u_k=\mathbf e_k-\frac{p_k\,\mathbf p}{E(E+1)},$$
and in the Dirac picture
$$\mathbf r=\mathbf R+U^\dagger\mathbf aU+\tfrac i2\boldsymbol\eta H^{-1}.\tag{4}$$

*Proof.* $U^\dagger$ is $U$ with $\beta\to-\beta$, and the proof of (i) used only $\beta^2=1$ and $\{\beta,\alpha_k\}=0$, which survive that replacement. In this notation (2) is $\mathbf A=\mathbf O+\mathbf a$, and the replacement gives the first statement, so $\mathbf r=\mathbf R+U^\dagger\mathbf aU-U^\dagger\mathbf OU$. The term $\mathbf a$ commutes with $\beta E$ and is conserved. The term $\mathbf O$ anticommutes with $\beta$ and evolves as $\mathbf Oe^{-2i\beta Et}$. With (ii),
$$\mathbf r(t)-\mathbf r=\mathbf pH^{-1}t-U^\dagger\mathbf OU\,(e^{-2iHt}-1).$$
Both this and (3) express $\mathbf r(t)-\mathbf r$ as a matrix function of $\mathbf p$. Comparing them at each fixed $\mathbf p$, at a time when $Et$ is not a multiple of $\pi$ and $e^{-2iHt}-1$ is therefore invertible, gives $U^\dagger\mathbf OU=-\tfrac i2\boldsymbol\eta H^{-1}$. ∎

Equation (4) splits the Dirac coordinate into a uniformly moving part, a constant spin-dependent shift transverse to $\mathbf p$, and an odd part that carries all the trembling. The sum of the first two, $\Lambda_+\mathbf r\Lambda_++\Lambda_-\mathbf r\Lambda_-$, also moves uniformly with velocity $\mathbf pH^{-1}$. Absence of Zitterbewegung therefore does not single out $\mathbf R$. Commutativity of the components excludes this even part of $\mathbf r$ (Remark 2), but it fixes $\mathbf R$ only together with the symmetry and regularity conditions of (iii): $\mathbf R+c\,\mathbf p$ with a real constant $c$ also has commuting components and moves uniformly, and it is time reversal that excludes it.

## Identification with the Newton-Wigner operator

**Lemma 5.** On two-component functions let $\mathbf Q=\mathbf r+h(p)\,\boldsymbol\sigma\times\mathbf p$. Then
$$[Q_i,Q_j]=i\epsilon_{ijn}\Big\{(ph'+2h)\,\sigma_n+\Big(2h^2-\frac{h'}p\Big)p_n\,\boldsymbol\sigma\cdot\mathbf p\Big\}.\tag5$$

*Proof.* With $\mathbf b=h\,\boldsymbol\sigma\times\mathbf p$, $[Q_i,Q_j]=i(\partial_ib_j-\partial_jb_i)+[b_i,b_j]$, and the bracket is $\epsilon_{ijn}(\nabla\times\mathbf b)_n$. The gradient of $h$ contributes $(h'/p)\,\mathbf p\times(\boldsymbol\sigma\times\mathbf p)=(h'/p)(p^2\boldsymbol\sigma-\mathbf p\,\boldsymbol\sigma\cdot\mathbf p)$. The derivative of $\mathbf p$ contributes $h\,\epsilon_{nij}\epsilon_{jli}\sigma_l=2h\sigma_n$. For the matrix commutator write $b_i=h\,\boldsymbol\sigma\cdot(\mathbf p\times\mathbf e_i)$ and use $[\boldsymbol\sigma\cdot\mathbf u,\boldsymbol\sigma\cdot\mathbf v]=2i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$ together with $(\mathbf p\times\mathbf e_i)\times(\mathbf p\times\mathbf e_j)=\mathbf p\,\epsilon_{ijn}p_n$. This gives $[b_i,b_j]=2ih^2\epsilon_{ijn}p_n\,\boldsymbol\sigma\cdot\mathbf p$. The sum is (5). ∎

This part has proved (i) and (ii) of the theorem, split the Dirac coordinate into $\mathbf R$, a constant spin-dependent shift and a trembling odd part, and derived the commutator (5). It remains to prove (iii), to find the size of the picture change, and to work through an example.
